**Saha ionisation of copper vapour: formula and neglected effects**

The program evaluates $x^2/(1-x)=S/n$ for copper at 10000 K and $10^{18}$ heavy particles per cm³, where $x$ is the singly ionised fraction, $n$ the density of atoms plus ions and $S$ the Saha density. With ground-state degeneracies it finds $x=0.421$ and asserts that this rounds to 42 percent. It compares the formula with the mean ionisation from a full canonical sum, which uses the separate atom and ion masses and explicitly summed electron box states. For 100000 atoms the sum gives 0.421433, against 0.421436 from the formula. Further assertions compare the sensitivities with finite differences, the screening shift with a numerical charging calculation, and the degeneracy correction with a Fermi integral. Rough excited-state energies lower $x$ to 0.396, Debye screening alone raises it to 0.458, and both together give 0.430. The screening result is an estimate of size, because the Debye sphere contains only about 0.75 electron.

## Numerical verification

```python
# Result under test: copper vapour at T = 10000 K with n = 1e18 cm^-3 heavy
# particles (atoms + ions) is about 42 percent singly ionised according to
#   x^2/(1-x) = S/n,  S = (2 g_ion/g_atom) lambda^-3 exp(-I/kT),
# x: ionised fraction, I: ionisation energy, g: ground-state degeneracies,
# lambda = h/sqrt(2 pi m_e k T): thermal wavelength of the electron.
# Internal units are SI, with energies in eV where the name ends in _eV.
from math import comb, pi, sqrt, exp, log
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

h, k, e = const.h, const.k, const.e
m_e, eps0 = const.m_e, const.epsilon_0

# Inputs of the example
T = 1.0e4
n = 1.0e24
I_eV = 7.73
mass_atom = 63.546 * const.atomic_mass
mass_ion = mass_atom - m_e

# Rough inputs, used only to size neglected effects
E_d9s2_eV, E_d10p_eV, E_d9sp_eV = 1.5, 3.8, 5.6
E_ion_d9s_eV = 2.9
I_second_eV = 20.3
affinity_eV = 1.2

# Degeneracies by counting the ways to place electrons in spin orbitals
g_atom = comb(10, 10) * comb(2, 1)
g_ion = comb(10, 10) * comb(2, 0)
g_electron = 2


def thermal_wavelength(mass, temp):
    return h / sqrt(2 * pi * mass * k * temp)


def saha_density(temp, energy_eV, g_upper, g_lower):
    return (2 * g_upper / g_lower / thermal_wavelength(m_e, temp)**3
            * exp(-energy_eV * e / (k * temp)))


def ionised_fraction(S_value):
    return 2 / (1 + sqrt(1 + 4 * n / S_value))


kT_eV = k * T / e
lam = thermal_wavelength(m_e, T)
S = saha_density(T, I_eV, g_ion, g_atom)
x = ionised_fraction(S)
n_e = x * n

# Test: translational partition function from explicit plane-wave levels
box = 20e-9
numbers = np.arange(-300, 301)
levels = h**2 * numbers**2 / (2 * m_e * box**2)
states_per_volume = (np.exp(-levels / (k * T)).sum() / box)**3
assert abs(states_per_volume * lam**3 - 1) < 1e-9


# Test: mean ionisation from the full canonical sum over ionised atoms,
# with the true masses of atom and ion and the explicit electron states
def canonical_fraction(N):
    V = N / n
    j = np.arange(N + 1)
    ln_atom = log(g_atom * V / thermal_wavelength(mass_atom, T)**3)
    ln_ion = log(g_ion * V / thermal_wavelength(mass_ion, T)**3) - I_eV / kT_eV
    ln_electron = log(g_electron * V * states_per_volume)
    ln_weight = ((N - j) * ln_atom + j * (ln_ion + ln_electron)
                 - gammaln(N - j + 1) - 2 * gammaln(j + 1))
    weight = np.exp(ln_weight - ln_weight.max())
    return float((j * weight).sum() / weight.sum() / N)


x_small = canonical_fraction(100)
x_large = canonical_fraction(100000)
# finite-N error is of order 1/N; the mass approximation adds about 1e-6
assert abs(x_small - x) < 1 / 100
assert abs(x_large - x) < 2e-5
assert round(100 * x) == 42
# rounding of the ionisation energy does not change the stated percentage
for I_edge in (I_eV - 0.005, I_eV + 0.005):
    assert round(100 * ionised_fraction(
        saha_density(T, I_edge, g_ion, g_atom))) == 42


# Test: sensitivity to S and to temperature against finite differences
def fraction_at(temp):
    return ionised_fraction(saha_density(temp, I_eV, g_ion, g_atom))


dx_dlnS = x * (1 - x) / (2 - x)
dx_dlnT = dx_dlnS * (1.5 + I_eV / kT_eV)
step = 1e-4
slope_S = (ionised_fraction(S * exp(step))
           - ionised_fraction(S * exp(-step))) / (2 * step)
slope_T = (fraction_at(T * exp(step)) - fraction_at(T * exp(-step))) / (2 * step)
assert abs(slope_S - dx_dlnS) < 1e-6
assert abs(slope_T - dx_dlnT) < 1e-5

# Excited states: rough configuration energies, degeneracies by counting
g_d9s2 = comb(10, 9) * comb(2, 2)
g_d10p = comb(10, 10) * comb(6, 1)
g_d9sp = comb(10, 9) * comb(2, 1) * comb(6, 1)
g_ion_d9s = comb(10, 9) * comb(2, 1)
U_atom = (g_atom + g_d9s2 * exp(-E_d9s2_eV / kT_eV)
          + g_d10p * exp(-E_d10p_eV / kT_eV)
          + g_d9sp * exp(-E_d9sp_eV / kT_eV))
U_ion = g_ion + g_ion_d9s * exp(-E_ion_d9s_eV / kT_eV)
S_excited = saha_density(T, I_eV, U_ion, U_atom)
x_excited = ionised_fraction(S_excited)


# Screening by electrons and ions
def debye_length(density):
    return sqrt(eps0 * k * T / (2 * density * e**2))


def lowering_eV(density):
    return e / (4 * pi * eps0 * debye_length(density))


# Test: charge all particles gradually, then differentiate per added pair
def charging_energy_eV(pairs, volume):
    def integrand(z):
        # charge z*e; its cloud has inverse length z/debye_length
        cloud_potential = -z * e * z / (
            4 * pi * eps0 * debye_length(pairs / volume))
        return 2 * pairs * cloud_potential
    return quad(integrand, 0, 1)[0]


volume = 1e-21
pairs = n_e * volume
dp = 1e-3 * pairs
pair_shift = (charging_energy_eV(pairs + dp, volume)
              - charging_energy_eV(pairs - dp, volume)) / (2 * dp)
assert abs(pair_shift / -lowering_eV(n_e) - 1) < 1e-5


def screened_fraction(S_bare):
    def mismatch(y):
        return (2 * log(y) - log(1 - y) - log(S_bare / n)
                - lowering_eV(y * n) / kT_eV)
    return brentq(mismatch, 1e-4, 0.9999, xtol=1e-13)


x_screened = screened_fraction(S)
x_both = screened_fraction(S_excited)
assert x_excited < x < x_screened
assert x_excited < x_both < x_screened
assert abs(x_both - x) < min(x - x_excited, x_screened - x)
debye = debye_length(n_e)
debye_number = 4 * pi / 3 * debye**3 * n_e
spacing = (3 / (4 * pi * n_e))**(1 / 3)
coupling = e / (4 * pi * eps0 * spacing) / kT_eV

# Smaller effects
g_double = comb(10, 9)
double_ratio = saha_density(T, I_second_eV, g_double, g_ion) / n_e
g_negative = comb(10, 10) * comb(2, 2)
negative_ratio = n_e / saha_density(T, affinity_eV, g_atom, g_negative)
assert double_ratio < 1e-3 and negative_ratio < 1e-3

# Test: first degeneracy correction to the electron fugacity
z0 = n_e * lam**3 / 2
degeneracy_shift = z0 / 2**1.5
z = z0 * (1 + degeneracy_shift)
fermi = 4 / sqrt(pi) * quad(lambda u: u**2 / (exp(u**2) + z), 0, 9,
                          epsabs=1e-12, epsrel=1e-12)[0]
assert abs(z * fermi / z0 - 1) < 1e-7

pressure_torr = (1 + x) * n * k * T / const.torr
x_no_spin = ionised_fraction(S / 2)

print(f"temperature: {T:.0f} K")
print(f"heavy-particle density n: {n*1e-6:.3e} cm^-3")
print(f"ionisation energy I: {I_eV:.2f} eV")
print(f"degeneracies atom, ion, electron: {g_atom}, {g_ion}, {g_electron}")
print(f"kT: {kT_eV:.5f} eV")
print(f"I/kT: {I_eV/kT_eV:.4f}")
print(f"Boltzmann factor exp(-I/kT): {exp(-I_eV/kT_eV):.4e}")
print(f"electron thermal wavelength: {lam*1e9:.4f} nm")
print(f"lambda^-3: {lam**-3*1e-6:.4e} cm^-3")
print(f"Saha density S: {S*1e-6:.4e} cm^-3")
print(f"S/n: {S/n:.4f}")
print(f"ionised fraction x: {x:.4f} = {100*x:.1f} percent")
print(f"electron density: {n_e*1e-6:.3e} cm^-3")
print(f"neutral density: {(1-x)*n*1e-6:.3e} cm^-3")
print(f"ideal-gas pressure: {pressure_torr:.0f} Torr")
print(f"canonical sum, 100 atoms: x = {x_small:.5f}")
print(f"canonical sum, 100000 atoms: x = {x_large:.6f}")
print(f"formula, more digits: x = {x:.6f}")
print(f"x if electron spin factor is forgotten: {x_no_spin:.4f}")
print(f"dx/dlnS: {dx_dlnS:.4f}")
print(f"dx/dlnT: {dx_dlnT:.3f}")
print(f"x at 9000 K: {fraction_at(9000):.3f}")
print(f"x at 11000 K: {fraction_at(11000):.3f}")
print(f"rough atom levels: {E_d9s2_eV}, {E_d10p_eV}, {E_d9sp_eV} eV")
print(f"their degeneracies: {g_d9s2}, {g_d10p}, {g_d9sp}")
print(f"rough ion level: {E_ion_d9s_eV} eV, degeneracy {g_ion_d9s}")
print(f"partition sums atom, ion: {U_atom:.2f}, {U_ion:.2f}")
print(f"factor on S from excited states: {S_excited/S:.3f}")
print(f"x with excited states: {x_excited:.3f}")
print(f"Debye length at simple x: {debye*1e9:.2f} nm")
print(f"ionisation lowering at simple x: {lowering_eV(n_e):.3f} eV")
print(f"electrons in Debye sphere: {debye_number:.2f}")
print(f"Coulomb coupling parameter: {coupling:.3f}")
print(f"x with screening, self-consistent: {x_screened:.3f}")
print(f"x with excited states and screening: {x_both:.3f}")
print(f"rough second ionisation energy: {I_second_eV} eV")
print(f"Cu2+ to Cu+ ratio: {double_ratio:.1e}")
print(f"rough electron affinity: {affinity_eV} eV")
print(f"Cu- to Cu ratio: {negative_ratio:.1e}")
print(f"electron degeneracy n_e lambda^3/2: {z0:.1e}")
print(f"relative fugacity shift by degeneracy: {degeneracy_shift:.1e}")
print("every check passed")
```

Printed output:

```
temperature: 10000 K
heavy-particle density n: 1.000e+18 cm^-3
ionisation energy I: 7.73 eV
degeneracies atom, ion, electron: 2, 1, 2
kT: 0.86173 eV
I/kT: 8.9703
Boltzmann factor exp(-I/kT): 1.2713e-04
electron thermal wavelength: 0.7454 nm
lambda^-3: 2.4147e+21 cm^-3
Saha density S: 3.0698e+17 cm^-3
S/n: 0.3070
ionised fraction x: 0.4214 = 42.1 percent
electron density: 4.214e+17 cm^-3
neutral density: 5.786e+17 cm^-3
ideal-gas pressure: 1472 Torr
canonical sum, 100 atoms: x = 0.42009
canonical sum, 100000 atoms: x = 0.421433
formula, more digits: x = 0.421436
x if electron spin factor is forgotten: 0.3225
dx/dlnS: 0.1545
dx/dlnT: 1.617
x at 9000 K: 0.266
x at 11000 K: 0.580
rough atom levels: 1.5, 3.8, 5.6 eV
their degeneracies: 10, 6, 120
rough ion level: 2.9 eV, degeneracy 20
partition sums atom, ion: 4.01, 1.69
factor on S from excited states: 0.844
x with excited states: 0.396
Debye length at simple x: 7.52 nm
ionisation lowering at simple x: 0.192 eV
electrons in Debye sphere: 0.75
Coulomb coupling parameter: 0.202
x with screening, self-consistent: 0.458
x with excited states and screening: 0.430
rough second ionisation energy: 20.3 eV
Cu2+ to Cu+ ratio: 6.7e-06
rough electron affinity: 1.2 eV
Cu- to Cu ratio: 1.8e-04
electron degeneracy n_e lambda^3/2: 8.7e-05
relative fugacity shift by degeneracy: 3.1e-05
every check passed
```
